# Why Lopez-Sancho Decimation Slows from Gap to Edge to Band

Lopez-Sancho decimation computes the surface Green function of a semi-infinite lead. Each step doubles the distance bridged by the remaining coupling. In the strip lead treated below, if the slowest state decays as $e^{-\kappa x}$ and the cell length is $a$, the coupling left after $N$ steps is, once it has become small,

$$|\alpha_N|\simeq A\,e^{-2^N\kappa a}.$$

The exponent doubles at every step, which is why convergence is rapid for decaying states. As the energy approaches a band edge from the gap, $\kappa$ falls and more steps are needed. But the edge is not the slowest place. At a fixed small broadening $\eta$, propagating states well inside the band decay more weakly still and need more steps. The slow-down at an edge is thus a slow-down relative to the gap.

## What one step does

Let $H_0$ be the Hamiltonian of one cell and $H_1$ the coupling from cell $n$ to cell $n+1$, in an orthogonal basis. The energy is $z=E+i\eta$ with $\eta>0$, and $\hbar=1$. Start with $\varepsilon=\varepsilon_s=H_0$, $\alpha=H_1$ and $\beta=H_1^\dagger$. Away from any source, the amplitudes obey

$$(z-\varepsilon)\psi_n=\alpha\psi_{n+1}+\beta\psi_{n-1}.$$

Now eliminate every second cell. With $g=(z-\varepsilon)^{-1}$, the two neighbours of a kept cell $n$ are

$$\psi_{n+1}=g(\alpha\psi_{n+2}+\beta\psi_n),\qquad \psi_{n-1}=g(\alpha\psi_n+\beta\psi_{n-2}).$$

Inserting both gives

$$(z-\varepsilon-\alpha g\beta-\beta g\alpha)\psi_n=\alpha g\alpha\,\psi_{n+2}+\beta g\beta\,\psi_{n-2}.$$

This has the original form, with

$$\alpha'=\alpha g\alpha,\quad \beta'=\beta g\beta,\quad \varepsilon'=\varepsilon+\alpha g\beta+\beta g\alpha,\quad \varepsilon_s'=\varepsilon_s+\alpha g\beta.$$

The surface block $\varepsilon_s$ receives one correction because the surface cell has one neighbour. After $N$ steps, the kept cells lie $M=2^N$ cells apart. Dropping $\alpha_N$ at that point leaves the surface function $(z-\varepsilon_{s,N})^{-1}$ of a slab of $M$ cells, numbered $0$ to $M-1$. Adding cells one at a time would need a number of operations proportional to $M$ to reach the same slab; decimation needs $\log_2M$.

The remaining question is how thick the slab must be before its far end no longer matters.

## A model that can be solved

Take a strip of a square lattice, $W$ sites wide with hard walls, as a model of a two-dimensional channel lead. The site energy is $4t$ and the nearest-neighbour hopping is $-t$, with $t>0$. Then $H_1=-t\,\mathbb 1$, and every block produced by the recursion is a function of $H_0$. The eigenvectors of $H_0$ therefore split the problem into independent chains with site energies

$$u_j=4t-2t\cos\frac{\pi j}{W+1},\qquad j=1,\dots,W.$$

For one chain, drop the index $j$ and write the decaying solution as $\psi_n=\lambda^n\psi_0$ with $|\lambda|<1$. Its equation is

$$z-u=-t(\lambda+\lambda^{-1}).$$

Here $\alpha=\beta$ are numbers. Define $x_N=(z-\varepsilon_N)/\alpha_N$, so that $g=1/(\alpha_Nx_N)$. The recursion becomes

$$\alpha_{N+1}=\frac{\alpha_N}{x_N},\qquad z-\varepsilon_{N+1}=\alpha_Nx_N-\frac{2\alpha_N}{x_N},$$

and division of the second equation by the first gives

$$x_{N+1}=x_N^2-2.$$

Initially $x_0=(z-u)/(-t)=\lambda+\lambda^{-1}$. Since $(y+y^{-1})^2-2=y^2+y^{-2}$, the solution is

$$x_N=\lambda^M+\lambda^{-M}.$$

To find the coupling, use $(y^{-1}-y)(y^{-1}+y)=y^{-2}-y^2$ repeatedly. The product of all earlier $x$ values is $(\lambda^{-M}-\lambda^M)/(\lambda^{-1}-\lambda)$, and hence

$$\alpha_N=-t\,\frac{\lambda^{-1}-\lambda}{\lambda^{-M}-\lambda^M}.$$

Put $|\lambda|=e^{-\kappa a}$. When $M\kappa a\gg1$, the term $\lambda^M$ in the denominator can be dropped:

$$|\alpha_N|\simeq A e^{-M\kappa a},\qquad A=t|\lambda^{-1}-\lambda|,\qquad |\alpha_{N+1}|\simeq\frac{|\alpha_N|^2}{A}.$$

Each step squares the small coupling, apart from the fixed factor $A$.

Once $M\kappa a\gg1$, the surface block converges faster than the coupling. With a unit source in the surface cell, the decimated equation is $(z-\varepsilon_{s,N})\psi_0=1+\alpha_N\psi_M$. In the infinite lead $\psi_M=\lambda^M\psi_0$, so the piece still missing is

$$\varepsilon_{s,\infty}-\varepsilon_{s,N}=\alpha_N\lambda^M.$$

One factor of order $\lambda^M$ sits in $\alpha_N$ and the other is explicit: the surface learns of the far end through a wave that goes out and returns.

## From the gap through the edge

The lower edge of the chain's band is $E_c=u-2t$. Let $\delta=E-E_c$ and $\lambda=e^{-\theta}$, with $\theta=\kappa a-iq$. The equation for $\lambda$ becomes

$$2t\cosh\theta=u-z=2t-\delta-i\eta.$$

Near the edge $\theta$ is small, and $\cosh\theta\simeq1+\theta^2/2$ gives $\theta^2\simeq-(\delta+i\eta)/t$. The real part and the modulus of this relation are

$$(\kappa a)^2-q^2=-\frac{\delta}{t},\qquad (\kappa a)^2+q^2=\frac{\sqrt{\delta^2+\eta^2}}{t}.$$

Adding them and dividing by two,

$$\kappa a=\sqrt{\frac{\sqrt{\delta^2+\eta^2}-\delta}{2t}}.$$

The derivative of $\sqrt{\delta^2+\eta^2}-\delta$ with respect to $\delta$ is $\delta/\sqrt{\delta^2+\eta^2}-1$, which is negative. In this parabolic region, the decay therefore weakens steadily from the gap, through the edge, into the band. The three regimes are

$$\kappa a\simeq\begin{cases}\sqrt{|\delta|/t}, & \delta<0,\ |\delta|\gg\eta,\\[2pt] \sqrt{\eta/(2t)}, & \delta=0,\\[2pt] \eta/(2\sqrt{t\delta}), & \delta\gg\eta.\end{cases}$$

The last line is a case of a more general relation. For a propagating state with group velocity $v>0$, a small shift $k\to k+i\kappa$ changes the band energy by $iv\kappa$. This must equal $i\eta$, so $\kappa=\eta/v$. A fast state travels farther before the broadening damps it. The velocity vanishes at the edge, so edge states are damped over a shorter distance than faster states in the band. For this chain $v=2ta\sin ka$, and to leading order in $\eta$ the weakest decay lies at the band centre.

To bring the coupling below a tolerance $\tau\ll A$, we need $Ae^{-M\kappa a}<\tau$, or

$$N>\log_2\left[\frac{\ln(A/\tau)}{\kappa a}\right].$$

Up to the slowly varying logarithm $\ln(A/\tau)$, lowering $\eta$ by a factor $F$ adds no steps in the gap, $\tfrac12\log_2F$ steps at the edge and $\log_2F$ steps in the band.

## Two cases without broadening

At the edge with $\eta=0$ we have $\lambda=1$. Taking $\lambda\to1$ in the formula for $\alpha_N$ gives

$$|\alpha_N|=\frac tM=\frac{t}{2^N}.$$

The rapid squaring has become mere halving. The reason can be read from the wave equation, which at the edge is $2\psi_n=\psi_{n+1}+\psi_{n-1}$. Its solutions are straight lines, so between two kept cells

$$\psi_1=\psi_0+\frac{\psi_M-\psi_0}{M}.$$

The distant amplitude $\psi_M$ thus enters the equation of cell 0 with weight $t/M$. With a small broadening at the edge, or just below the edge in the gap, this halving is a first stage that lasts until $M\kappa a$ is about one; the exponential stage follows.

Inside the band with $\eta=0$, $\lambda=e^{ika}$ and

$$|\alpha_N|=t\left|\frac{\sin ka}{\sin Mka}\right|\ge t|\sin ka|.$$

The coupling does not tend to zero. A wave reflected from the far end of the slab returns undamped, however thick the slab is. If $\sin Mka=0$, the formula diverges because an eliminated segment has a level at the chosen energy. Positive broadening is what makes the procedure converge here.

## Numbers for a three-site strip

Take $W=3$, $t=1$ eV, $a=3$ angstrom, $\eta=10^{-6}$ eV and $\tau=10^{-10}$ eV. These are round model parameters. The subband edges $u_j-2t$ are 0.586, 2.000 and 3.414 eV. Comparing $E-E_c\simeq ta^2k^2$ with $k^2/(2m)$ gives $m=1/(2ta^2)$, which in atomic units is 0.423 electron masses.

The recursion was run with $3\times3$ matrices until the largest singular value of the coupling fell below $\tau$. Energies $\delta$ are measured from the first subband edge, and $\kappa$ belongs to the slowest mode.

| $\delta$ (eV) | $\kappa a$ | $1/\kappa$ (angstrom) | steps |
|---:|---:|---:|---:|
| $-0.5$ | $0.693$ | $4.33$ | 6 |
| $-0.1$ | $0.315$ | $9.53$ | 7 |
| $-0.001$ | $0.0316$ | $94.9$ | 10 |
| $0$ | $7.07\times10^{-4}$ | $4.24\times10^3$ | 15 |
| $0.01$ | $5.01\times10^{-6}$ | $5.99\times10^5$ | 23 |
| $1$ | $5.77\times10^{-7}$ | $5.20\times10^6$ | 26 |

Three rows show the arithmetic.

- **Gap, $\delta=-0.1$ eV.** From $\cosh\kappa a=1.05$, $\kappa a=0.315$ and $A=2t\sinh\kappa a=0.640$ eV. Then $\ln(A/\tau)=22.6$, and $\log_2(22.6/0.315)=6.16$. The next integer is 7.
- **Edge, $\delta=0$.** Here $\kappa a=\sqrt{\eta/2t}=7.07\times10^{-4}$ and $A\simeq2t|\theta|=2\sqrt{t\eta}=2\times10^{-3}$ eV. Then $\ln(A/\tau)=16.8$, and the estimate is 14.54, so 15 steps.
- **Band, $\delta=1$ eV.** Now $\cos ka=1-\delta/2t=0.5$, so $v/a=2t\sin ka=1.73$ eV and $\kappa a=\eta a/v=5.77\times10^{-7}$. With $A=1.73$ eV, $\ln(A/\tau)=23.6$ and the estimate is 25.28, so 26 steps.

The decay length grows by a factor of about a million between the first and last rows, while the step count grows from 6 to 26. The logarithm turns a very large change in length into a moderate change in work.

The couplings themselves, in eV, show the two stages:

| $N$ | $\delta=-0.1$ eV | $\delta=0$ |
|---:|---:|---:|
| 3 | $5.19\times10^{-2}$ | $1.25\times10^{-1}$ |
| 4 | $4.15\times10^{-3}$ | $6.25\times10^{-2}$ |
| 5 | $2.69\times10^{-5}$ | $3.12\times10^{-2}$ |
| 6 | $1.13\times10^{-9}$ | $1.56\times10^{-2}$ |
| 7 | $1.99\times10^{-18}$ | $7.81\times10^{-3}$ |

In the gap, the squaring law takes the value at $N=5$ to $(2.69\times10^{-5})^2/0.640=1.13\times10^{-9}$ eV at $N=6$. At the edge, the coupling is still halving. That stage should end near $M=1/(\kappa a)\simeq1400$, between $N=10$ and $N=11$. The computed values are $9.71\times10^{-4}$ eV at $N=10$, $1.11\times10^{-4}$ eV at $N=12$, $1.86\times10^{-8}$ eV at $N=14$ and $1.73\times10^{-13}$ eV at $N=15$.

The error of the surface block at $\delta=-0.1$ eV is $2.69\times10^{-5}$ eV at $N=4$, close to the coupling one step later. This follows from $\alpha_{N+1}=\alpha_N/x_N=\alpha_N\lambda^M/(1+\lambda^{2M})$: for small $\lambda^{2M}$, the next coupling equals the present surface error. In exact arithmetic, a stopping rule based on the coupling is therefore cautious for $\varepsilon_s$ in this model. It does not control rounding error. When $E$ lies near a level of an eliminated segment, $g$ is of order $1/\eta$ and large blocks must cancel in later steps. At $\delta=2$ eV, where $E=u_1$ and $z-H_0$ has the eigenvalue $i\eta$, the $3\times3$ recursion in double precision still brings the coupling below $\tau$, but $\varepsilon_s$ comes out wrong by about 0.2 eV for $\eta=10^{-4}$ eV and by thousands of eV for $\eta=10^{-6}$ eV. The result should therefore also be checked against $\varepsilon_s=H_0+H_1(z-\varepsilon_s)^{-1}H_1^\dagger$.

Lowering $\eta$ from $10^{-2}$ to $10^{-8}$ eV leaves the count at 7 for $\delta=-0.1$ eV. It raises the count from 9 to 18 at the edge and from 12 to 32 at $\delta=1$ eV. The factor $10^6$ has $\log_2 10^6=19.9$, which accounts for the rise of 20 in the band. Half of it is 10.0. At the edge, the fall of $A$ with $\eta$ takes away about 0.6 step, leaving 9.4, and the integer counts rise by 9.

## Several subbands

Once $\alpha_N$ has become small, its norm is set by its slowest mode. At the second subband edge, the second mode has $\kappa a=7.07\times10^{-4}$, as at the first edge. But the first mode is already open and has $\kappa a=5.23\times10^{-7}$. It controls the count, which is 26 at the second edge and also 0.01 eV below and above it. A new subband edge thus leaves no mark on the step count in this example.

## Leads that do not separate into chains

The mechanism does not depend on the square lattice. Let $G_{n0}$ be the bulk Green function from cell 0 to cell $n$. The cells to the right of cell $n$ form the same semi-infinite lead for every $n\ge0$. If $g_R$ is its surface function, then $G_{n+1,0}=g_RH_1^\dagger G_{n0}$. With $T=g_RH_1^\dagger$ and the corresponding matrix $S$ for motion to the left,

$$G_{n0}=T^nG_{00},\qquad G_{-n,0}=S^nG_{00}.$$

For $\eta>0$, the Bloch Hamiltonian has no eigenvalue at $z$, because its eigenvalues are real. Its resolvent is therefore a smooth periodic function of $k$, and the Fourier coefficients of that function, which are the blocks $G_{n0}$, tend to zero as $n\to\pm\infty$. Since $G_{00}$ is invertible, $T^n$ and $S^n$ also tend to zero, so the eigenvalues of $T$ and $S$ lie inside the unit circle.

Elimination leaves $G$ unchanged on the kept cells. The equations in cells 0 and $M$, after multiplication from the right by $G_{00}^{-1}$, are

$$z-\varepsilon_N=G_{00}^{-1}+\alpha_NT^M+\beta_NS^M,$$
$$(z-\varepsilon_N)T^M=\alpha_NT^{2M}+\beta_N.$$

Multiply the first from the right by $T^M$ and subtract the second. The terms $\alpha_NT^{2M}$ cancel, leaving

$$\beta_N=G_{00}^{-1}T^M(1-S^MT^M)^{-1}.$$

The inverses exist because, for $\eta>0$, the anti-Hermitian part of $G$ is definite on any set of cells. Exchanging left and right gives $\alpha_N=G_{00}^{-1}S^M(1-T^MS^M)^{-1}$, and the surface block lacks $\alpha_NT^M$. The largest modulus among the eigenvalues of $T$ or $S$ now plays the part of $|\lambda|$, although the prefactor can vary from step to step when several eigenvalues share that modulus. The prefactor can also be large. At a surface state in a gap, $g_R$ and $T$ grow as $1/\eta$. For a dimerized chain with hoppings 0.8 within and 1 between cells, at $E=0$, the prefactor grows as $1/\eta^2$, the coupling first rises to about $10^6$ for $\eta=10^{-8}$, and the count goes from 8 at $\eta=10^{-2}$ to 9. The number of steps depends mainly on the decay over distance. At a given decay rate it depends only weakly on the size of $H_1$, but $H_1$ also sets the decay: in a band $\kappa=\eta/v$, so scaling the hopping by $F$ at fixed $\eta$ and $ka$ adds about $\log_2F$ steps.

The error in the surface Green function $G_s$ follows from the error in $\varepsilon_s$. Using $X^{-1}-Y^{-1}=X^{-1}(Y-X)Y^{-1}$,

$$G_{s,\infty}-G_{s,N}=G_{s,\infty}\,\alpha_NT^M\,G_{s,N}.$$

Near a sharp surface state both outer factors can be large, so the norms alone give only a weak bound. The coupling is enlarged there as well, and the actual error can stay small: for the dimerized chain at $E=0$ with $\eta=10^{-5}$, in high-precision arithmetic, the coupling at $N=7$ is $6\times10^{-4}$ while the error of $G_s$ is $7\times10^{-12}$. The direct test is to watch $G_{s,N}$ itself from one step to the next.
